# Zero-temperature permittivity of a quantum paraelectric from the Barrett law

**The question**

A crystal has one polar displacement $u$ in each cell of volume $v$. The displaced mass is $m$ and its effective charge is $Z$. In a static macroscopic field $E$, the mean force balance is

$$ZE=\langle -au+bu^3\rangle ,\qquad a>0,\quad b>0 .$$

The right-hand side is the average gradient of the potential energy, so a positive coefficient of $u$ would mean a stable crystal. The coefficient $-a$ is negative because the dipolar coupling between cells, treated in mean field, outweighs the short-range stiffness.

Write $u=s+x$, where $s=\langle u\rangle$ is the mean displacement and $x$ is the fluctuation about it. Assume that $x$ fluctuates as a harmonic oscillator of fixed angular frequency $\Omega$, independent of $s$ and of the temperature $T$. This frequency is real although the uniform stiffness is negative: the mean-field coupling acts on the mean displacement $s$, and the fluctuation of a single cell does not feel it. Holding $\Omega$ fixed is justified only while changes in $3b(s^2+\langle x^2\rangle)$, the stiffness that the cubic force adds to a single cell, are small compared with $m\Omega^2$. Define a temperature $T_1$ by $k_BT_1=\hbar\Omega$. Temperatures are in kelvin.

**Part (a). Find the stiffness that opposes a small mean displacement, in terms of $\langle x^2\rangle$.**

*Answer.* Expand the cube before averaging:

$$\langle (s+x)^3\rangle=s^3+3s^2\langle x\rangle+3s\langle x^2\rangle+\langle x^3\rangle .$$

The oscillator's distribution is symmetric about $x=0$, so $\langle x\rangle=\langle x^3\rangle=0$. The linear term averages to $-as$. Therefore

$$ZE=\left(3b\langle x^2\rangle-a\right)s+bs^3 .$$

For a small field the term $bs^3$ can be dropped, and the stiffness is

$$K=3b\langle x^2\rangle-a .$$

Fluctuations make the nonpolar state more stable. The slope of the force $bu^3$ is $3bu^2$, which is zero at $u=0$ and positive everywhere else. A spread of displacements about $s=0$ therefore adds the positive average slope $3b\langle x^2\rangle$ to the stiffness.

**Part (b). Calculate $\langle x^2\rangle$ at temperature $T$.**

*Answer.* With ladder operators $A$ and $A^\dagger$, the displacement is $x=\sqrt{\hbar/(2m\Omega)}\,(A+A^\dagger)$. In the level with $n$ quanta, the products $AA$ and $A^\dagger A^\dagger$ have zero mean, while $AA^\dagger$ gives $n+1$ and $A^\dagger A$ gives $n$. Hence

$$\langle x^2\rangle_n=\frac{\hbar}{2m\Omega}(2n+1).$$

The thermal weight of level $n$ is proportional to $r^n$, with $r=e^{-T_1/T}$. Since $\sum r^n=1/(1-r)$ and $\sum nr^n=r/(1-r)^2$, the mean number of quanta is

$$\bar n=\frac{r}{1-r}=\frac{1}{e^{T_1/T}-1}.$$

It follows that

$$2\bar n+1=\frac{e^{T_1/T}+1}{e^{T_1/T}-1}=\coth\frac{T_1}{2T}.$$

The last step multiplies numerator and denominator by $e^{-T_1/(2T)}$. Using $\hbar/(2m\Omega)=\hbar\Omega/(2m\Omega^2)=k_BT_1/(2m\Omega^2)$, we obtain

$$\langle x^2\rangle=\frac{k_B}{m\Omega^2}\,\Theta(T),\qquad \Theta(T)=\frac{T_1}{2}\coth\frac{T_1}{2T}.$$

A classical oscillator would have $m\Omega^2\langle x^2\rangle=k_BT$. The quantity $\Theta$ is thus the temperature at which a classical oscillator would fluctuate as strongly as the quantum one does at $T$.

**Part (c). Derive the static permittivity and identify its constants.**

*Answer.* The polarization is $P=Zs/v$. For a small field, part (a) gives $s=ZE/K$, so the susceptibility is

$$\chi=\frac{P}{\varepsilon_0E}=\frac{Z^2}{\varepsilon_0v\left(3b\langle x^2\rangle-a\right)} .$$

Insert $\langle x^2\rangle$ and multiply numerator and denominator by $m\Omega^2/(3bk_B)$. The first term of the bracket becomes $\Theta$, and the second becomes a constant temperature:

$$\chi=\frac{C}{\Theta(T)-T_0},\qquad C=\frac{Z^2m\Omega^2}{3bk_B\varepsilon_0v},\qquad T_0=\frac{am\Omega^2}{3bk_B}.$$

The relative permittivity is $\varepsilon=1+\chi$ plus an electronic background of a few units. When $\chi$ is large these additions can be neglected, which leaves the Barrett law:

$$\varepsilon(T)=\frac{C}{\dfrac{T_1}{2}\coth\dfrac{T_1}{2T}-T_0}.$$

**Part (d). Given $C=90000$ K, $T_1=80$ K and $T_0=35.5$ K, calculate the permittivity at zero temperature. Explain why the Curie–Weiss law cannot be used there.**

*Answer.* As $T\to0$, the argument $T_1/(2T)$ grows without limit and the hyperbolic cotangent tends to 1. The zero-point motion remains, and $\Theta(0)=T_1/2=40$ K. Thus

$$\varepsilon(0)=\frac{C}{T_1/2-T_0}=\frac{90000\ \text{K}}{40\ \text{K}-35.5\ \text{K}}=\frac{90000}{4.5}=20000 .$$

The absolute permittivity $\varepsilon_0\varepsilon(0)$ is 177 nF/m.

The Curie–Weiss law follows from replacing $\Theta$ by its classical value $T$. At $T=0$ it would give $90000/(-35.5)=-2535$. The negative sign means that the stiffness $K$ is negative. The nonpolar state is then unstable, and the number is not the permittivity of any equilibrium state.

In the classical version of the model the stiffness vanishes at $T=T_0$, which is therefore the classical transition temperature. At 20 K the classical denominator is $20-35.5=-15.5$ K, whereas the quantum denominator is $+5.99$ K. More generally, $\coth z\geq1$ for positive $z$, so $\Theta\geq T_1/2$ at every temperature. With $T_1/2>T_0$ the denominator never falls below 4.5 K. In this model the zero-point motion is what keeps the crystal paraelectric.

**Part (e). What happens in the model if $T_1<2T_0$?**

*Answer.* The zero-point motion is then too weak to stabilize the nonpolar state down to zero temperature. The denominator vanishes at a temperature $T_c$ that satisfies

$$\frac{T_1}{2}\coth\frac{T_1}{2T_c}=T_0
\quad\Longrightarrow\quad
\tanh\frac{T_1}{2T_c}=\frac{T_1}{2T_0}.$$

Taking the inverse function gives

$$T_c=\frac{T_1}{2\,\mathrm{artanh}\left(T_1/2T_0\right)} .$$

For $T_1\ll2T_0$ we may use $\mathrm{artanh}\,z\approx z$, and $T_c$ returns to the classical value $T_0$. As $T_1$ rises to $2T_0$, the inverse hyperbolic tangent diverges and $T_c$ falls to zero. The given crystal lies just beyond this border, since $T_1=80$ K and $2T_0=71$ K. Its large permittivity comes from that closeness.

**Part (f). Find the leading temperature dependence at low and at high temperature, and evaluate the permittivity at 10 K and 300 K.**

*Answer.* For $T\ll T_1$, part (b) gives

$$\coth\frac{T_1}{2T}=1+\frac{2}{e^{T_1/T}-1}\approx1+2e^{-T_1/T}.$$

The denominator becomes $(T_1/2-T_0)+T_1e^{-T_1/T}$. Provided that its second term is much smaller than its first, expansion of the reciprocal gives

$$\varepsilon(T)\approx\varepsilon(0)\left[1-\frac{T_1e^{-T_1/T}}{T_1/2-T_0}\right].$$

At 10 K the relative reduction is $80e^{-8}/4.5$, or about 0.6 %. The full law gives $\varepsilon=19881$. The permittivity has a plateau because the single frequency $\Omega$ leaves no excitation below $k_BT_1=6.89$ meV.

For $T\gg T_1/2$, use $\coth z\approx1/z+z/3$ with $z=T_1/(2T)$:

$$\Theta\approx\frac{T_1}{2}\left(\frac{2T}{T_1}+\frac{T_1}{6T}\right)=T+\frac{T_1^2}{12T}.$$

The first term restores the Curie–Weiss law, and the second is the leading quantum correction. At 300 K the correction is $6400/3600=1.8$ K. The permittivity is 338.0, against 340.3 from the Curie–Weiss law. Both values omit the additions neglected in part (c), which amount to a few units and are therefore comparable with the difference between the two. The quantum correction is therefore 0.7 % of the Curie–Weiss value at 300 K, although it decides the stability of the crystal at low temperature.

**Part (g). Suppose that $T_1$ and $T_0$ are known only to the digits given. How well is $\varepsilon(0)$ determined?**

*Answer.* Differentiate the zero-temperature result with $C$ and $T_1$ held fixed:

$$\frac{\partial\varepsilon(0)}{\partial T_0}=\frac{C}{(T_1/2-T_0)^2}=\frac{\varepsilon(0)^2}{C}=4444\ \text{K}^{-1}.$$

A small shift in $T_0$ is divided by the 4.5 K difference, and not by 35.5 K, when it is turned into a relative change of the permittivity.

Read $T_1=80$ K as uncertain by 0.5 K and $T_0=35.5$ K as uncertain by 0.05 K, and hold $C$ fixed. The term $T_1/2$ is then uncertain by 0.25 K. If both errors act in the same sense, the denominator lies between 4.2 K and 4.8 K. The corresponding permittivities are

$$\frac{90000}{4.8}=18750\qquad\text{and}\qquad\frac{90000}{4.2}=21429 .$$

The value 20000 follows from the parameters as stated, but the rounding of $T_1$ and $T_0$ can shift it by up to about 7 %. If the three parameters come from a fit to a measured plateau, their errors are linked. The combination $C/(T_1/2-T_0)$ can then be known better than this estimate suggests.

**Part (h). The parameters are in the range used for strontium titanate. Compare the result with that material and estimate the effect of (i) dispersion of the soft branch, (ii) a finite field and (iii) crystal anisotropy.**

*Answer.* Bulk strontium titanate remains paraelectric on cooling. Its permittivity is roughly 300 at room temperature and of the rough order of 20000 at a few kelvin, so the formula gives the right size at both ends. This is not an independent test, because parameters in this range come from fits to such data. Nor does a good fit show that the fluctuation frequency in the real material is independent of temperature, as the model assumes. The condition for a fixed $\Omega$ in fact fails well below room temperature. A soft mode of angular frequency $\omega$ has $K=m\omega^2$, so part (c) gives $Z^2/(\varepsilon_0vm)\approx\varepsilon\omega^2$. With $\varepsilon\approx300$ and $\hbar\omega\approx11$ meV at room temperature, the change in $3b\langle x^2\rangle$ between 0 and 300 K is about twice $m\Omega^2$. The change is proportional to $\Theta(T)-\Theta(0)$, so it already reaches a tenth of $m\Omega^2$ near 40 K and equals $m\Omega^2$ near 150 K. The zero-point value of $3b\langle x^2\rangle$ alone is about a third of $m\Omega^2$. For this material the law is therefore a fitted formula above a few tens of kelvin, and not a consequence of the model's assumptions. The three effects below limit how far the number can be carried over to a real sample or device.

*(i) Dispersion.* Real soft modes have a range of frequencies. Let $q$ run from 0 at the zone centre to 1 at the surface of a sphere that represents the zone. Take mode energies $k_B\theta$ with

$$\theta(q)^2=g^2+w^2q^2 ,$$

where $g=20$ K is a rough gap. A mode of frequency $\omega$ contributes $\hbar\coth(\theta/2T)/(2m\omega)$ to $\langle x^2\rangle$. Multiplication by $m\Omega^2/k_B$, as in part (b), turns this into a contribution to $\Theta$, so that

$$\Theta(T)=\int_0^1 3q^2\,\frac{T_1^2}{2\theta}\coth\frac{\theta}{2T}\,dq .$$

The factor $3q^2$ is the normalized weight of a shell in the sphere. Choosing $w=112.7$ K makes the average of $1/\theta$ equal to $1/T_1$. The zero-point term is then still 40 K, and $\varepsilon(0)$ is unchanged by construction. What changes is the thermal part,

$$\Delta\Theta(T)=\int_0^1 3q^2\,\frac{T_1^2}{\theta\left(e^{\theta/T}-1\right)}\,dq ,$$

which is added to the 4.5 K in the denominator. Numerical integration gives these losses relative to $\varepsilon(0)$:

| Temperature | Single frequency | Dispersing branch |
|---|---|---|
| 4 K | $4\times10^{-6}$ % | 0.1 % |
| 10 K | 0.6 % | 8 % |

Modes near the zone centre lie well below 80 K and are already excited at 10 K. The Barrett plateau is therefore too flat, while at 4 K the zero-temperature value remains a good approximation within this estimate. The branch is held fixed as the temperature changes, and $C$ and $T_0$ are not refitted, so the estimate is meant for low temperature. Even there it is rough. If $g^2$ rises in proportion to $1/\varepsilon$, as expected for a soft mode, both the thermal part and the zero-point term fall, and the loss at 10 K is about 5.5 % instead of 8 % (about 7.5 % if only the thermal part is updated). The result also depends on the gap. The relation $\varepsilon\omega^2\approx$ constant, with the room-temperature data above, gives $g\approx16$ K. With $w$ readjusted and the branch held fixed, the losses are then about 0.25 % at 4 K and 11 % at 10 K. The table therefore gives orders of magnitude only.

*(ii) Finite field.* Include a cubic term and write the equation of state at zero temperature as

$$E=\alpha P+\beta P^3,\qquad \alpha=\frac{1}{\varepsilon_0\varepsilon(0)}=5.65\times10^6\ \text{V m/C}.$$

A rough coefficient for strontium titanate is $\beta=8\times10^9$ V m$^5$/C$^3$. It describes the material and does not follow from the model's $b$: in the model $\beta=bv^3/Z^4$, and with the soft-mode data used above and a cell volume of about 0.06 nm$^3$, $C$ and $T_1$ would imply a $\beta$ roughly thirty times smaller. The single-frequency model therefore does not describe the permittivity and the nonlinearity of this material with one set of constants. The differential permittivity is proportional to $dP/dE=1/(\alpha+3\beta P^2)$. It falls to half when $3\beta P^2=\alpha$, which gives

$$P_{1/2}=\sqrt{\frac{\alpha}{3\beta}}=1.53\ \mu\text{C/cm}^2 .$$

At this polarization $\beta P^2=\alpha/3$, and the field is

$$E_{1/2}=\alpha P_{1/2}\left(1+\tfrac13\right)=\tfrac43\,\alpha P_{1/2}=1.15\ \text{kV/cm}.$$

This is only about 0.12 V across one micrometre. A thin capacitor biased at a volt would break the small-field assumption, and its permittivity would be far below 20000 even if the film had bulk properties. At 0.1 kV/cm, solving the cubic equation numerically gives a loss of 1.3 %. A measurement of $\varepsilon(0)$ thus needs a field well below 1 kV/cm.

*(iii) Anisotropy.* Strontium titanate becomes tetragonal below roughly 105 K, and its axes are then no longer equivalent. Suppose, for illustration, that two axes differ in permittivity by a factor of two, with the same $C$ and $T_1$. If their values of $T_0$ lie 1.5 K above and below 35.5 K, the denominators are 3 K and 6 K:

$$\frac{90000}{3}=30000,\qquad \frac{90000}{6}=15000 .$$

A difference of 3 K in $T_0$ is enough. A single value of 20000 should therefore be read as an effective value for a given orientation and domain pattern. In this illustration the zero-temperature, small-field value itself changes by +50 % along one axis and by −25 % along the other. The estimate in (i) cannot show whether dispersion also changes that value, because the branch was chosen to leave $\varepsilon(0)$ unchanged.
